# Point-charge halide repulsion in tetrahedral and square-planar MX4

## Problem

A metal halide MX₄ is modelled by five point charges. The metal carries the charge $q_M$, and each of the four halide ligands carries $q_X=-1$ in units of the elementary charge. All four M–X distances equal $R=2.17$ Å. The ligands may sit at the corners of a tetrahedron or of a square with the metal at its centre.

(a) Which shape has the lower electrostatic energy, and by how much?

(b) Is the preferred shape the best of all arrangements with four equal bond lengths, and is the other one a local minimum?

(c) How does the answer change if the four bonds may adjust their common length?

The bond length and the charges are model parameters; no particular metal or halide is meant. The ligands are rigid charges, so polarization, covalency, ligand-field energy and short-range repulsion between ligands are absent. The algebra is in atomic units, where two charges $q_1,q_2$ at distance $r$ have energy $q_1q_2/r$.

## First estimate by scaling

Let $\mathbf n_i$ be the unit vector from the metal to ligand $i$. The ligand positions are $R\mathbf n_i$, and the energy is

$$E=\frac{4q_Mq_X}{R}+\frac{q_X^2}{R}\,S,\qquad S=\sum_{i<j}\frac{1}{|\mathbf n_i-\mathbf n_j|}.$$

The first term is the metal–ligand attraction. It depends on the bond length but not on the angles, so at fixed $R$ it cancels from any comparison of shapes, whatever the value of $q_M$. What remains is the ligand repulsion, and the energy difference must have the form

$$\Delta E=E_{\rm sq}-E_{\rm tet}=\frac{q_X^2}{R}\,\Delta S ,$$

with $\Delta S$ a pure number. For unit charges the energy scale $1/R$ is 6.64 eV.

To estimate $\Delta S$, consider the squared distances $s_{ij}=|\mathbf n_i-\mathbf n_j|^2=2-2\,\mathbf n_i\cdot\mathbf n_j$. There are six pairs, and $|\sum_i\mathbf n_i|^2=4+2\sum_{i<j}\mathbf n_i\cdot\mathbf n_j$, so

$$\sum_{i<j}s_{ij}=12-2\sum_{i<j}\mathbf n_i\cdot\mathbf n_j=16-\Big|\sum_i\mathbf n_i\Big|^2 .$$

In both shapes the four unit vectors add to zero. Both therefore have the same mean squared distance, $\bar s=16/6=8/3$, and differ only in how the six values are spread about it. In the tetrahedron all six are equal. In the square, four neighbouring (cis) pairs have $s=2$ and two opposite (trans) pairs have $s=4$.

Write $s=\bar s(1+x)$. Then $x=0$ for every tetrahedral pair, while in the square $x=-\tfrac14$ four times and $x=+\tfrac12$ twice. Each pair contributes

$$s^{-1/2}=\bar s^{-1/2}\left(1-\tfrac12x+\tfrac38x^2-\dots\right).$$

The linear terms add to zero because the means agree. The average of $x^2$ over the six pairs of the square is

$$\frac16\left(4\cdot\frac1{16}+2\cdot\frac14\right)=\frac18 ,$$

so to second order the repulsion in the square exceeds that in the tetrahedron by the fraction $\tfrac38\cdot\tfrac18=\tfrac{3}{64}$, or about 4.7%.

The tetrahedral repulsion is that of six pairs at distance $R\sqrt{8/3}=3.54$ Å. Each pair contributes 4.06 eV, and the total is 24.4 eV. The estimate is

$$\Delta E\approx\frac{3}{64}\times24.4\ \text{eV}\approx1.14\ \text{eV}.$$

The tetrahedron should be lower, by a small part of a large repulsion. The difference comes from the spread of the squared distances, since their mean is the same in both shapes.

## Exact solution

**The two sums.** In the tetrahedron the scalar product $\mathbf n_i\cdot\mathbf n_j$ has one common value $u$ for all pairs. Multiplying $\sum_j\mathbf n_j=0$ by $\mathbf n_1$ gives $1+3u=0$, hence $u=-\tfrac13$ and $s=2+\tfrac23=\tfrac83$, as used above. Therefore

$$S_{\rm tet}=\frac{6}{\sqrt{8/3}}=\frac{6\sqrt3}{2\sqrt2}=\frac{3\sqrt6}{2}=3.67423 .$$

In the square the four cis distances are $\sqrt2$ and the two trans distances are $2$, in units of $R$:

$$S_{\rm sq}=\frac{4}{\sqrt2}+\frac22=2\sqrt2+1=3.82843 .$$

The difference in energy is

$$\boxed{\;\Delta E=\frac{q_X^2}{R}\left(1+2\sqrt2-\frac{3\sqrt6}{2}\right)=0.1542\,\frac{q_X^2}{R}\;}$$

With $R=4.1007$ bohr and $|q_X|=1$,

$$\Delta E=\frac{0.15419}{4.1007}=0.0376\ \text{hartree}=1.02\ \text{eV}.$$

This answers (a): the tetrahedron is lower by about 1.0 eV.

The pair energies show how this comes about. Flattening the tetrahedron into the square brings four pairs from 3.54 Å to 3.07 Å, and each rises from 4.06 to 4.69 eV. The other two pairs move apart to 4.34 Å, and each falls to 3.32 eV. The four crowded pairs cost 2.51 eV and the two relieved pairs return 1.49 eV, which leaves 1.02 eV.

**The tetrahedron is the global minimum.** Let $f(s)=s^{-1/2}$. Its second derivative $\tfrac34s^{-5/2}$ is positive, so the curve lies above each of its tangents. With the tangent at $\bar s=8/3$,

$$f(s_{ij})\ \ge\ f(\bar s)+f'(\bar s)\,(s_{ij}-\bar s).$$

Summing over the six pairs, with $6\bar s=16$, gives

$$S\ \ge\ 6f(\bar s)+f'(\bar s)\Big(\sum_{i<j}s_{ij}-16\Big).$$

The identity for the squared distances shows that the bracket equals $-|\sum_i\mathbf n_i|^2$, which is never positive. Since $f'(\bar s)<0$ as well, the last term is never negative, and

$$S\ \ge\ \frac{6}{\sqrt{8/3}}=S_{\rm tet}$$

for every arrangement of four ligands at equal bond length. Because $f$ is strictly convex, equality requires $s_{ij}=8/3$ for every pair, and four points at equal mutual distances form a regular tetrahedron. Numerical searches from random starting positions reach the same lowest value.

**The square is not a local minimum.** Consider a continuous path between the two shapes. Two opposite ligands have polar angle $\theta$ from a fixed axis and lie in one plane through it; the other two have polar angle $\pi-\theta$ and lie in the perpendicular plane:

$$(\pm\sin\theta,\,0,\,\cos\theta),\qquad(0,\,\pm\sin\theta,\,-\cos\theta).$$

The two pairs within a plane have distance $2\sin\theta$. The four pairs between the planes have squared distance $2\sin^2\theta+4\cos^2\theta=2+2\cos^2\theta$. With $c=\cos^2\theta$,

$$S(c)=\frac{1}{\sqrt{1-c}}+\frac{4}{\sqrt{2+2c}},\qquad
\frac{dS}{dc}=\frac{1}{2(1-c)^{3/2}}-\frac{4}{(2+2c)^{3/2}} .$$

The derivative vanishes when $(2+2c)^{3/2}=8(1-c)^{3/2}$. Raising both sides to the power $\tfrac23$ gives $2+2c=4(1-c)$, so $c=\tfrac13$ and $\theta=54.7^\circ$, which is the tetrahedron. The second derivative,

$$\frac{d^2S}{dc^2}=\frac{3}{4(1-c)^{5/2}}+\frac{12}{(2+2c)^{5/2}},$$

is positive, so $dS/dc<0$ for all $c<\tfrac13$. As the molecule is flattened, $c$ falls from $\tfrac13$ to $0$ and the repulsion rises all the way. Relative to the tetrahedron it is higher by 0.07 eV at $\theta=60^\circ$, 0.44 eV at $70^\circ$, 0.85 eV at $80^\circ$ and 1.02 eV at $90^\circ$, the square.

Near the square let $\theta=\pi/2-\delta$. Then $c=\sin^2\delta\approx\delta^2$, and the slope at $c=0$ is $\tfrac12-4/2^{3/2}=\tfrac12-\sqrt2$, so

$$S=S_{\rm sq}-\left(\sqrt2-\tfrac12\right)\delta^2+\dots$$

There is no term linear in $\delta$: the square is a stationary point. The curvature with respect to $\delta$ is $1-2\sqrt2=-1.83$, or $-12.1$ eV/rad² in energy, so the square is a maximum along this path. A small displacement of either sign lowers the energy and leads towards a tetrahedron. This answers (b): the tetrahedron is the best arrangement, and the square is not a local minimum. In this model, a square-planar molecule needs some other contribution to hold it flat.

**Relaxed bonds.** Where the metal–ligand attraction outweighs the repulsion between ligands, point charges alone would collapse onto the metal, so a stable bond length requires a short-range repulsion. Let the four bonds keep a common length $R$, and let each contribute $B/R^n$ with $n>1$, the same in both shapes. The energy becomes

$$E(R)=-\frac{A}{R}+\frac{4B}{R^n},\qquad A=-4q_Mq_X-q_X^2S .$$

If $A>0$, this energy has a minimum at a finite common bond length. That alone does not make the molecule stable against losing a ligand, which is a separate question. The condition $dE/dR=A/R^2-4nB/R^{n+1}=0$ gives $4B=AR^{n-1}/n$ at the minimum, and substitution gives

$$E_{\min}=-\frac{A}{R}\left(1-\frac1n\right).$$

Choose $B$ so that the tetrahedron has its minimum at $R_{\rm tet}=2.17$ Å. The same $B$ applies to the square, so $A_{\rm sq}R_{\rm sq}^{n-1}=A_{\rm tet}R_{\rm tet}^{n-1}$ and

$$R_{\rm sq}=R_{\rm tet}\left(\frac{A_{\rm tet}}{A_{\rm sq}}\right)^{1/(n-1)} .$$

Take $q_M=+4$, which makes the molecule neutral, and $n=9$. Then $A_{\rm tet}=16-3.674=12.326$ and $A_{\rm sq}=16-3.828=12.172$. The ratio is 1.013, and its eighth root lengthens the bonds of the square only to 2.173 Å. The energy difference falls by 0.8 meV, which leaves 1.02 eV unchanged to the digits quoted.

The change is of second order in $\Delta S$, and it is small here because $A$ and $n$ are large enough to make the bonds stiff. It grows when $A$ or $n-1$ is small. At $R_{\rm tet}$ the slope of the square's energy is $(A_{\rm sq}-A_{\rm tet})/R^2=-\Delta S/R^2$ for unit ligand charges. The stiffness of the four bonds stretched together is close to $(n-1)A/R^3$. The energy gained is half the squared slope divided by the stiffness:

$$\frac{(\Delta S)^2}{2(n-1)A\,R}\approx\frac{0.0238}{2\cdot8\cdot12.2}\times6.64\ \text{eV}\approx0.8\ \text{meV}.$$

The order of the shapes does not depend on the form of the bond repulsion: at every common bond length the tetrahedron lies lower, so its minimum lies lower too. Nor does the sign of the change. If the tetrahedron is already at its minimum, relaxing the common bond length can only lower the square, so the fixed-length result is an upper bound to the difference relaxed in this way. Bonds of unequal length are not considered. This answers (c).

## Comparison of the two

The estimate of 1.14 eV is 12% above the exact model value of 1.02 eV. The scaling with $q_X^2/R$ is the same in both, so the whole error lies in the pure number, where the expansion in $x$ was cut after the second order. The next two terms of the series for $(1+x)^{-1/2}$ are $-\tfrac5{16}x^3$ and $+\tfrac{35}{128}x^4$. For the square the averages of $x^3$ and $x^4$ are $\tfrac1{32}$ and $\tfrac3{128}$. The fractional excess of the square's repulsion is then

- second order: $0.0469$;
- third order included: $0.0469-0.0098=0.0371$;
- fourth order included: $0.0371+0.0064=0.0435$;
- exact: $0.15419/3.67423=0.0420$.

The successive values lie on alternate sides of the exact one. They close in slowly because $x=\tfrac12$ for the trans pairs is not a small number. The second-order estimate gives the right sign and size, and it traces the preference, about 4% of the total repulsion, to the spread of the squared distances.

The scaling also shows how far the value of 1.0 eV can be carried over to other parameters. The dependence on bond length is weak: at fixed charges, a bond longer by 0.1 Å lowers $\Delta E$ by about 0.05 eV. The dependence on charge is stronger. With $q_X=-0.5$ the difference is one quarter as large, 0.26 eV. Where covalency reduces the ligand charges, the unit-charge value overstates this repulsion term. This scaling applies to the point-charge term only: it neither estimates nor bounds the energy difference between the two shapes of a real molecule, which can be larger than 1.0 eV even when the ligand charges are small.

The result is one contribution to the energy of a real molecule, not a prediction of its shape. Ligand-field and covalent terms, polarization and the short-range repulsion between ligands depend on the angles too. They can favour either shape and can outweigh the point-charge term. Where they favour the tetrahedron the gap widens, and where they favour the square by more than the repulsion opposes it, the order is reversed. The existence of square-planar complexes, common among metals with eight d electrons such as platinum(II), shows that ligand repulsion alone does not decide the shape. The numerical output below lists the computed values for the exact solution; the scaling estimate and the series values follow from the arithmetic shown above.

## Calculated quantities

```
Bond length R: 2.17 angstrom
Ligand charge: -1.0 e
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
Bond length R: 4.1007 bohr
Energy unit 1/R: 6.6358 eV
S tetrahedron: 3.67423 (dimensionless)
S square: 3.82843 (dimensionless)
S difference: 0.15419 (dimensionless)
Tetrahedral X-X distance (6 pairs): 3.5436 angstrom
Square cis X-X distance (4 pairs): 3.0688 angstrom
Square trans X-X distance (2 pairs): 4.3400 angstrom
Tetrahedral energy per pair: 4.0636 eV
Square cis energy per pair: 4.6922 eV
Square trans energy per pair: 3.3179 eV
Cost of four cis pairs: 2.5145 eV
Relief of two trans pairs: 1.4914 eV
Total repulsion, tetrahedron: 24.3814 eV
Total repulsion, square: 25.4046 eV
Square minus tetrahedron: 1.0232 eV
Square minus tetrahedron: 0.03760 hartree
Same difference, ligand charge -0.5 e: 0.2558 eV
Polar angle at path minimum: 54.736 degrees
Energy above tetrahedron at 60 degrees: 0.0683 eV
Energy above tetrahedron at 70 degrees: 0.4391 eV
Energy above tetrahedron at 80 degrees: 0.8488 eV
Energy above tetrahedron at 90 degrees: 1.0232 eV
Curvature of S at the square: -1.8284 per rad^2
Curvature of energy at the square: -12.133 eV/rad^2
Relaxation model, central charge: 4.0 e
Relaxation model, repulsion exponent n: 9
A tetrahedron: 12.32577 (atomic units)
A square: 12.17157 (atomic units)
Relaxed square bond length: 2.17342 angstrom
Relaxed energy difference: 1.0224 eV
Lowering by relaxation: 0.803 meV
```
